Linear Area Decay of an Attachment-Limited Adatom Island, part 1

(Sections cited here and not found follow in the second part.)

## First half: from edge energy to the linear law

### 1. What goes wrong when the radius is extrapolated

After deposition stops and the surface is kept hot, a small island one atomic layer high shrinks and disappears. Suppose that its radius R is measured for a short time and the straight line through these points is continued to R = 0. If the area A = πR² in fact falls at a constant rate K, then

dA/dt = 2πR dR/dt = −K, so dR/dt = −K/(2πR).

From a starting radius R0, the straight line for the radius reaches zero after

R0 / [K/(2πR0)] = 2πR0²/K = 2A0/K,

where A0 = πR0². The island is really gone after A0/K. The extrapolation doubles the lifetime, because the edge moves faster as the island gets smaller.

Whether the area does fall at a constant rate depends on which process is slow. These notes derive the constant rate for slow exchange at the island edge, and find the conditions under which it fails.

### 2. The model and its conventions

"Evaporation" here means two-dimensional evaporation: atoms leave the island edge and become mobile adatoms on the surrounding terrace. Desorption into the vapour is treated in the second half.

The quantities are as follows.

- Ω is the area per atom in the island layer, so the island holds N = A/Ω atoms.
- γ is the edge free energy per unit length, taken to be the same in all directions. The island is then a circle.
- c is the number of adatoms per unit area, and c0 is its value in equilibrium with a straight step.
- D is the adatom diffusion coefficient.
- κ is the attachment coefficient, with the dimension of a velocity. An edge next to adatom density c captures κc atoms per unit length and time.
- kB is the Boltzmann constant and T the temperature.

The adatoms are dilute, Ωc0 ≪ 1, and do not interact. The coefficient κ does not depend on the curvature of the edge. Atoms leaving the island are finally absorbed by other steps, which are represented by a circle of radius L around the island. These steps are treated as straight, with equilibrium density c0, and exchange atoms with the same κ.

Some such sink is needed. Without one, a steady diffusion field in two dimensions varies as the logarithm of distance and cannot approach c0 far away. "Isolated" will therefore mean that R ≪ L.

### 3. The density in equilibrium with a curved edge

The edge costs a free energy F = 2πRγ. Since N = πR²/Ω,

dF/dR = 2πγ and dN/dR = 2πR/Ω.

Dividing the first by the second gives the additional free energy per atom of the island, compared with an atom of a layer bounded by a straight step:

dF/dN = γΩ/R. (1)

A dilute adatom gas of density c has the chemical potential μ0 + kB T ln(c/c0), where μ0 is the value in equilibrium with a straight step. Equilibrium with the island requires this to equal μ0 + γΩ/R. Solving for the density,

c_eq(R) = c0 exp(Rc/R), Rc = Ωγ/(kB T). (2)

This is the Gibbs–Thomson relation for an island, and Rc is the capillary length. The ratio

x = Rc/R

measures the capillary supersaturation. For small x the island is in balance with a density that exceeds c0 by the fraction x. On a terrace at c0 it therefore loses atoms.

### 4. Exchange at the edge

Capture per unit length is κc. Release does not depend on the density of a dilute adatom gas, since an atom leaving the edge rarely meets another one. At c = c_eq(R) the two rates must be equal, so release per unit length is κc_eq(R). The net outflow per unit length is

κ[c_eq(R) − c(R)], (3)

where c(R) is the density just outside the edge. It is positive when atoms leave the island.

The edge can also exchange atoms with the terrace on top of the island. In a steady state without sources, the radial flow through every circle on this top terrace is the same. At the centre it must vanish, so it vanishes everywhere and the density there is uniform. Zero net exchange with the edge then makes this density equal to c_eq(R). The top terrace carries no atoms away, whatever the coefficient of exchange on that side.

### 5. Three resistances in series

Let J be the number of atoms per unit time that leave the island. In a steady field without sources, the same J crosses every circle of radius r between R and L:

−2πrD dc/dr = J, so dc/dr = −J/(2πDr).

Integration from R to L gives

c(R) − c(L) = J ln(L/R)/(2πD). (4)

At the island edge, (3) times the perimeter gives J = 2πRκ[c_eq(R) − c(R)]. At the sink, the net capture is J = 2πLκ[c(L) − c0]. Written as density differences, these are

c_eq(R) − c(R) = J/(2πRκ), (5)

c(L) − c0 = J/(2πLκ). (6)

Adding (4), (5) and (6) removes the two unknown densities c(R) and c(L). With (2) the left side becomes c0(eˣ − 1), and therefore

J = 2πc0(eˣ − 1) / [1/(κR) + ln(L/R)/D + 1/(κL)]. (7)

The terms in the bracket act as resistances for leaving the edge, crossing the terrace and entering the sink. The numerator is the drive.

### 6. The equation for the area

The island loses J atoms per unit time, each with area Ω, so dA/dt = −ΩJ. Multiply numerator and denominator of (7) by κR, and define the kinetic length d = D/κ. This gives

dA/dt = −2πΩκc0 R(eˣ − 1) / [1 + (R/d) ln(L/R) + R/L].

Now R = Rc/x. With the abbreviation

K = 2πΩκc0Rc = 2πΩ²κc0γ/(kB T), (8)

the result is

dA/dt = −K · [(eˣ − 1)/x] / [1 + (R/d) ln(L/R) + R/L]. (9)

Two small terms have been left out of the atom balance. When the area changes by dA, the island layer changes by dA/Ω atoms. The adatoms on that strip change from the top density to the outer density, which contributes at most about c0x dA. The density on top also changes as R does. To first order in x,

A d(c0x) = −πR² c0 (Rc/R²) dR = −πc0Rc dR = −(c0x/2) dA,

where the last step uses dA = 2πR dR. Compared with dA/Ω, both terms are of relative order Ωc0x, a product of two small numbers.

The field was also taken to be steady while R changes. This requires the terrace density to relax much faster than the island shrinks, a condition that is given numbers in the second half.

### 7. The linear law and the reason for it

Three conditions reduce (9) to a constant rate:

- R ln(L/R) ≪ d, so that crossing the terrace is easy compared with leaving the edge. This is attachment control.
- R ≪ L, so that the sink is easy to enter and the island is isolated.
- x = Rc/R ≪ 1, so that (eˣ − 1)/x = 1 + x/2 + … is close to 1.

To leading order in all three,

dA/dt = −K, A(t) = A0 − Kt. (10)

The reason can be read from the edge alone. The perimeter available for release is 2πR. The excess of release over capture, per unit length, is κc0Rc/R. In the product R cancels, and the number of atoms lost per unit time is 2πκc0Rc for every radius in this regime. A small island has less edge, but each piece of its edge loses atoms faster in the same proportion.

Two consequences follow. Islands of different starting size have the same area rate at the same temperature, so their lifetimes A0/K are in the ratio of their areas. And the measured slope K fixes the product κc0γ when Ω and T are known, but not the three factors separately.

### 8. How diffusion control destroys the linearity

In the opposite case, (R/d) ln(L/R) is much larger than 1 and than R/L. For small x, (9) becomes

dA/dt = −Kd/[R ln(L/R)] = −2πΩDc0Rc/[R ln(L/R)]. (11)

The coefficient κ has dropped out, because Kd = 2πΩc0Rc κ(D/κ). The perimeter no longer appears as a factor, so nothing cancels the 1/R of the capillary excess. The derivative of the denominator is

d/dR [R ln(L/R)] = ln(L/R) − 1,

which is positive for R < L/e, where e is the base of natural logarithms. Below this radius the area rate grows in magnitude as the island shrinks. The area curve then bends downward instead of following a straight line.

### 9. A terrace that is not at c0

Let the surroundings hold the terrace at c0(1 + σ) instead of c0. Under attachment control the drive becomes c0(eˣ − 1 − σ), which is c0(x − σ) for small x. Multiplying by 2πRΩκ and using Rc = xR,

dA/dt = −2πΩκc0(Rc − σR) = −K(1 − σR/Rc). (12)

The offset σ has to be compared with x, not with 1. Since x is small, a very small offset matters. Three cases show its effect.

- For σ > 0 and R > Rc/σ the island grows.
- For σ < 0 with |σ| ≫ x, (12) gives dA/dt = −2πRΩκc0|σ|. Division by 2πR gives dR/dt = −Ωκc0|σ|. Now the radius falls linearly, not the area, as long as x remains much smaller than |σ|.
- In a coarsening population, describe the other islands by a common background in equilibrium with radius R*. Then σ ≈ Rc/R*, and the rate is −K(1 − R/R*). The linear law holds in this mean-field description for islands with R ≪ R*.

Curvature of the sink steps is an offset of the same kind. If the sink is the wall of a circular pit of radius L, the sign of its curvature is opposite to that of an island and σ = −Rc/L. If it is the edge of a larger island underneath, σ = +Rc/L. By (12) the rate changes by the factor 1 + R/L or 1 − R/L, respectively.

### 10. A strict bound on the error from capillarity

For pure attachment control and σ = 0, the size of the error can be bounded without an expansion. The rate is then dA/dt = −K(eˣ − 1)/x, and the bound rests on two inequalities for x > 0:

1/x − 1/2 < 1/(eˣ − 1) < 1/x. (13)

The right one follows from eˣ − 1 > x. For the left one, write

1/(eˣ − 1) + 1/2 = (eˣ + 1)/[2(eˣ − 1)] = 1/[2 tanh(x/2)].

For y > 0, tanh y < y, because both sides vanish at y = 0 and the slope of tanh y is below 1 for y > 0. With y = x/2 this gives 1/[2 tanh(x/2)] > 1/x, which is the left inequality.

The time to shrink from R0 to R follows from K dt = −x dA/(eˣ − 1). With dA = 2πr dr and x = Rc/r,

Kt = 2πRc ∫ dr/(exp(Rc/r) − 1), r from R to R0.

Insert (13) with 1/x = r/Rc. The upper inequality gives

Kt < 2π ∫ r dr = π(R0² − R²) = A0 − A.

The lower one subtracts 2πRc · ½ · (R0 − R) from this:

Kt > A0 − A − πRc(R0 − R).

Rearranged for the area, for 0 ≤ R < R0,

A0 − Kt − πRc(R0 − R) < A(t) < A0 − Kt. (14)

The island is thus smaller than the linear law says, by less than πRc(R0 − R). At R = 0 the lifetime lies between (A0/K)(1 − Rc/R0) and A0/K. The linear law overestimates the lifetime of this continuum model by less than the fraction Rc/R0 of A0/K, even though the rate itself departs strongly from K once R is no longer large compared with Rc. If Rc ≪ R0, little area is left by then, so the departure lasts a short time.

The inequalities were also tested by numerical integration for Rc/R0 = 0.01328 and 0.5, down to R/R0 = 0.8, 0.5 and 0.2. Both sides held in all six cases.

## Second half: disturbances, scatter and a worked example

### 11. Symbols and results carried over

An island of radius R, area A = πR² and N = A/Ω atoms stands on a terrace whose density is c0 when in equilibrium with straight steps. Here Ω is the area per atom, γ the edge free energy per length, D the adatom diffusion coefficient, κ the attachment coefficient and d = D/κ. Sink steps lie at radius L. Starting values carry the index 0, except in c0. The capillary length is Rc = Ωγ/(kB T), and x = Rc/R. The number J of atoms leaving per unit time is the drive 2πc0(eˣ − 1) divided by the resistance 1/(κR) + ln(L/R)/D + 1/(κL), which is equation (7). It gives

dA/dt = −K · [(eˣ − 1)/x] / [1 + (R/d) ln(L/R) + R/L], K = 2πΩκc0Rc. (9)

For small x, R ln(L/R) ≪ d and R ≪ L, this becomes dA/dt = −K. A relative offset σ of the background density changes the rate to −K(1 − σR/Rc), which is equation (12).

### 12. Stray deposition and desorption

Let f atoms per unit area and time arrive on the terrace. The equations are linear in c, so the field is the sum of two parts: one caused by f with no exchange at the island, and one caused by the exchange.

For the first part, the flow through a circle of radius r carries all atoms that landed between R and r:

−2πrD dc/dr = fπ(r² − R²), so dc/dr = −f(r² − R²)/(2Dr).

Integrating from R to L,

c(R) − c(L) = (f/2D)[(L² − R²)/2 − R² ln(L/R)].

At the sink, 2πLκ[c(L) − c0] = fπ(L² − R²), hence

c(L) − c0 = f(L² − R²)/(2κL).

The sum of the last two lines is the rise of the background seen by the island. It is fB, with

B = (L² − R²)/(2κL) + [(L² − R²)/4 − (R²/2) ln(L/R)]/D. (15)

The exchange part obeys the same equations as before, with the drive reduced from c0(eˣ − 1) to c0(eˣ − 1) − fB. The source is therefore an offset σ = fB/c0. Desorption of adatoms at the rate w per adatom acts, for densities close to c0, as a source f = −c0w.

Atoms that land on top of the island have no other sink than its edge and add fA atoms per unit time to it. For the example this term is shown below to be negligible.

The mean area falls at the constant rate K when attachment is slow, the sink is distant and Rc/R is small, and the effects of diffusion control, a background offset and stray deposition on this law have been derived. What remains is the scatter between individual islands, non-circular shapes, and a worked example with numerical tests and estimates of the neglected effects.
